# The three-photon spectrum of orthopositronium and Low's theorem, part 1

(Sections cited here and not found follow in the second part.)

**Question: photon spectrum of orthopositronium → 3γ, and what Low's theorem says about it**

My exercise reads: "Derive the Ore-Powell single-photon energy spectrum of orthopositronium, show that it is linear at low energy as Low's theorem requires, and verify its normalization numerically." I can draw the six diagrams, but the traces get out of hand. I am also stuck on the second part. Positronium is neutral, so I expect the soft-photon amplitude to vanish with the photon energy, and then the spectrum should start as a cube. How is the spectrum obtained by hand, and which power is right?

**Answer**

Both powers are right, for different initial states. The linear law is Low's theorem for a free pair at rest, which is what the Ore-Powell calculation describes. The cube is Low's theorem for the neutral atom, and it holds for photon energies far below the hyperfine splitting. The exercise needs that correction.

**Conventions.** Atomic units, \(c=1/\alpha\). Four-momenta are measured in \(mc\), so a photon of energy \(\omega_i\) has \(k_i=x_i n_i\) with \(x_i=\alpha^2\omega_i\), \(n_i=(1,\mathbf n_i)\), and \(x_1+x_2+x_3=2\). The metric is \((+,-,-,-)\), the representation is Dirac's, \(\not a=\gamma^\mu a_\mu\), \(\boldsymbol\alpha=\gamma^0\boldsymbol\gamma\), \(\boldsymbol\Sigma=\mathrm{diag}(\boldsymbol\sigma,\boldsymbol\sigma)\). The conjugate polarization of photon \(i\) is \(\varepsilon_i=(0,\mathbf e_i)\) with \(\mathbf e_i\cdot\mathbf n_i=0\), and \(\mathbf b_i=\mathbf n_i\times\mathbf e_i\). Dot products of polarizations carry no complex conjugation. Charges and an overall phase are stripped from amplitudes, and everything is tree level.

**The amplitude at rest**

The momenta in the atom are of order \(\alpha\), so at leading order both particles have \(p=(1,\mathbf 0)\). With \(S(\ell)=(\not\ell+1)/(\ell^2-1)\),
\[ M=\sum_{\rm perm}\bar v\,\not\varepsilon_3\,S(k_3-p)\,\not\varepsilon_2\,S(p-k_1)\,\not\varepsilon_1\,u . \]
The denominators are \(-2x_1\) and \(-2x_3\). Since \(p\cdot\varepsilon=0\), \(\not p\) anticommutes with \(\not\varepsilon\), and \((\not p-1)u=0\), \(\bar v(\not p+1)=0\) give
\[ (\not p-\not k_1+1)\not\varepsilon_1u=-\not k_1\not\varepsilon_1u,\qquad \bar v\not\varepsilon_3(\not k_3-\not p+1)=\bar v\not\varepsilon_3\not k_3 . \]
The energies cancel between numerators and denominators:
\[ M=-\tfrac14\sum_{\rm perm}\bar v\,\not\varepsilon_3\not n_3\,\not\varepsilon_2\,\not n_1\not\varepsilon_1\,u . \]
Use \(\not\varepsilon=-\boldsymbol\gamma\cdot\mathbf e\) and \(\gamma^i\gamma^j=-\delta^{ij}-i\epsilon^{ijk}\Sigma^k\). Then \(\not n\not\varepsilon=-\mathcal F\) and, because \(n\cdot\varepsilon=0\), \(\not\varepsilon\not n=+\mathcal F\), where \(\mathcal F=\boldsymbol\alpha\cdot\mathbf e+i\boldsymbol\Sigma\cdot\mathbf b\). So \(M=-\frac14\sum\bar v\,\mathcal F_3\,(\boldsymbol\gamma\cdot\mathbf e_2)\,\mathcal F_1u\).

At rest \(u=\sqrt2(\chi,0)\) and \(\bar v=\sqrt2(0,-\eta^\dagger)\), where \(\eta=-i\sigma_2\chi_p^*\) and \(\chi_p\) is the positron spin. Write \(\sigma_a=\boldsymbol\sigma\cdot\mathbf a\). Then \(\mathcal F_1u=\sqrt2(i\sigma_{b_1}\chi,\ \sigma_{e_1}\chi)\). Acting with \(\boldsymbol\gamma\cdot\mathbf e_2\) gives \(\sqrt2(\sigma_{e_2}\sigma_{e_1}\chi,\ -i\sigma_{e_2}\sigma_{b_1}\chi)\), and the lower row of \(\mathcal F_3\) is \((\sigma_{e_3},\ i\sigma_{b_3})\). Hence
\[ M=\tfrac12\sum_{\rm perm}\eta^\dagger\left[\sigma_{e_3}\sigma_{e_2}\sigma_{e_1}+\sigma_{b_3}\sigma_{e_2}\sigma_{b_1}\right]\chi . \]
Pair each permutation with the one whose outer photons are swapped, and use
\[ \sigma_a\sigma_b\sigma_c+\sigma_c\sigma_b\sigma_a=2\boldsymbol\sigma\cdot[\mathbf a(\mathbf b\cdot\mathbf c)-\mathbf b(\mathbf a\cdot\mathbf c)+\mathbf c(\mathbf a\cdot\mathbf b)] . \]
Three pairs remain, one for each middle photon. In the purely electric terms \(\mathbf e_j(\mathbf e_i\cdot\mathbf e_k)\) appears twice with a plus sign and once with a minus sign. In the others, middle photon \(j\) supplies \(-\mathbf e_j(\mathbf b_i\cdot\mathbf b_k)\), and \(\mathbf b_j\) collects \(\mathbf e_i\cdot\mathbf b_k\) and \(\mathbf e_k\cdot\mathbf b_i\) from middle photons \(i\) and \(k\). So \(M=\eta^\dagger\boldsymbol\sigma\chi\cdot\mathbf V\) with
\[ \mathbf V=\sum_j\Big[\mathbf e_j(\mathbf e_i\cdot\mathbf e_k-\mathbf b_i\cdot\mathbf b_k)+\mathbf b_j(\mathbf e_i\cdot\mathbf b_k+\mathbf b_i\cdot\mathbf e_k)\Big], \]
where \(i,k\) are the two photons other than \(j\).

A pair spin state with coefficients \(c_{st}\) (electron \(s\), positron \(t\)) has \(M=\mathrm{Tr}[c\,i\sigma_2\,\boldsymbol\sigma\cdot\mathbf V]\), since \(\eta^\dagger=\chi_p^T i\sigma_2\). The singlet \(c=i\sigma_2/\sqrt2\) gives \(-\mathrm{Tr}\,\sigma_V/\sqrt2=0\), as charge conjugation demands. The sum over all four states is \(\mathrm{Tr}[\sigma_V^\dagger\sigma_V]=2|\mathbf V|^2\), so the triplet average is \(\frac23|\mathbf V|^2\).

**Helicity sum.** The three momenta lie in a plane with normal \(\hat{\mathbf z}\). Take \(\mathbf e=(\hat{\mathbf z}+i\lambda\,\mathbf n\times\hat{\mathbf z})/\sqrt2\), \(\lambda=\pm1\). Then \(\mathbf b=-i\lambda\mathbf e\) and \(\mathbf e_i\cdot\mathbf e_k=\frac12(1-\lambda_i\lambda_k\cos\theta_{ik})\). Term \(j\) of \(\mathbf V\) becomes
\[ \mathbf e_j(\mathbf e_i\cdot\mathbf e_k)\,[1+\lambda_i\lambda_k-\lambda_j(\lambda_i+\lambda_k)] . \]
For three equal helicities the bracket is \(2-2=0\). If \(j\) is the odd photon its bracket is 4, and the other two vanish because their pairs have opposite helicities. Then \(|\mathbf V|^2=4(1-\cos\theta_{ik})^2\), and each choice of odd photon occurs with two signs. Momentum conservation, \((2p-k_j)^2=(k_i+k_k)^2\), reads \(4-4x_j=2x_ix_k(1-\cos\theta_{ik})\). Therefore
\[ \sum_{\rm pol}|\mathbf V|^2=8\sum_j(1-\cos\theta_{ik})^2=32\,\mathcal S,\qquad \mathcal S=\sum_j\Big(\frac{1-x_j}{x_ix_k}\Big)^2,\qquad \langle|M|^2\rangle=\tfrac{64}{3}\mathcal S . \]

**Phase space and rate**

In \(d\Phi_3=(2\pi)^4\delta^4(\dots)\prod_i d^3k_i/[(2\pi)^32x_i]\) the momentum delta function removes \(\mathbf k_3\). From \(x_3^2=x_1^2+x_2^2+2x_1x_2\cos\theta_{12}\) follows \(d\cos\theta_{12}=x_3dx_3/(x_1x_2)\). The energy delta function removes \(x_3\), and the three remaining angles give \(8\pi^2\), the spin-averaged \(|M|^2\) being independent of them:
\[ d\Phi_3=\frac{8\pi^2}{8(2\pi)^5}\,dx_1dx_2=\frac{dx_1dx_2}{32\pi^3},\qquad x_i\le1 . \]
With spinors normalized to \(2E=2\), a pair in a volume \(\mathcal V\) decays at the rate \(\frac{1}{4\mathcal V}\frac1{3!}\int|M|^2d\Phi_3\). For the atom the amplitude is \(\int d^3q\,\phi(\mathbf q)M(\mathbf q)/(2\pi)^3\approx\psi(0)M(0)\), so \(1/\mathcal V\to|\psi(0)|^2\). Reduced mass \(\frac12\) gives \(\psi=e^{-r/2}/\sqrt{8\pi}\), and the reduced Compton length is \(\alpha\) bohr, so \(|\psi(0)|^2=\alpha^3/8\pi\) in the units of \(M\). Restoring \(e^6=(4\pi\alpha)^3\) and the energy unit \(c^2=\alpha^{-2}\),
\[ \Gamma=\alpha^{-2}\,\frac{\alpha^3}{8\pi}\,\frac{1}{24}\,64\pi^3\alpha^3\,\frac{64}{3}\,\frac{1}{32\pi^3}\int\mathcal S\,dx_1dx_2=\frac{2\alpha^4}{9\pi}\int_0^1F\,dx,\qquad F(x)=\int_{1-x}^1\mathcal S\,dx_2 , \]
with \(x=x_1\); the lower limit comes from \(x_3\le1\). Because \(\mathcal S\) is symmetric, \(F\) is the distribution of one photon picked at random. The number of photons per decay per unit \(x\) is three times the normalized \(F\).

**The integral over \(x_2\)**

Put \(y=x_2\), \(z=x_3\), \(y+z=s=2-x\); both run over \([1-x,1]\). For the term \((1-x)^2/(yz)^2\) use \(1/(yz)=(1/y+1/z)/s\) twice:
\[ \frac1{y^2z^2}=\frac1{s^2}\Big[\frac1{y^2}+\frac1{z^2}+\frac2s\Big(\frac1y+\frac1z\Big)\Big] . \]
With \(\int dy/y^2=x/(1-x)\) and \(\int dy/y=-\ln(1-x)\) this term gives \(2x(1-x)/s^2-4(1-x)^2\ln(1-x)/s^3\). The other two terms are equal under \(y\leftrightarrow z\). Since \(1-y=z-(1-x)\), each is
\[ \frac1{x^2}\int_{1-x}^1\Big(1-\frac{1-x}{z}\Big)^2dz=\frac{x+2(1-x)\ln(1-x)+x(1-x)}{x^2} . \]
The Ore-Powell spectrum is \(d\Gamma/dx=(2\alpha^4/9\pi)F(x)\) with
\[ F=2\left[\frac{x(1-x)}{(2-x)^2}-\frac{2(1-x)^2\ln(1-x)}{(2-x)^3}+\frac{2-x}{x}+\frac{2(1-x)\ln(1-x)}{x^2}\right] . \]
At the end point \(F(1)=2\), and the spectrum stops there.

**Normalization**

Integrate the bracket in three pieces. With \(s=2-x\), the first term is \(-1+3/s-2/s^2\) on \([1,2]\), giving \(3\ln2-2\).

With \(u=1-x\), the second is \(-2\int_0^1u^2\ln u\,(1+u)^{-3}du\), and \(u^2/(1+u)^3=(1+u)^{-1}-2(1+u)^{-2}+(1+u)^{-3}\). Expanding the first fraction, \(\int\ln u/(1+u)=-\sum_{n\ge0}(-1)^n/(n+1)^2=-\pi^2/12\). Integration by parts with the antiderivatives that vanish at zero, \(u/(1+u)\) and \(u(2+u)/[2(1+u)^2]\), gives \(-\ln2\) and \(-\frac12\ln2-\frac14\) for the other two integrals. The piece is \(-2[-\pi^2/12+2\ln2-\frac12\ln2-\frac14]=\pi^2/6-3\ln2+\frac12\).

For the last two terms, the series of the logarithm gives \(2(1-x)\ln(1-x)/x^2=-2/x+1+2\sum_{n\ge1}x^n[\frac1{n+1}-\frac1{n+2}]\). The \(-2/x+1\) cancels \((2-x)/x\). Integrating and putting \(l=n+1\), \(2\sum_{l\ge2}[\frac1{l^2}-\frac1l+\frac1{l+1}]=2[\frac{\pi^2}6-1-\frac12]=\pi^2/3-3\).

The logarithms cancel in the sum, which is \((\pi^2-9)/2\):
\[ \int_0^1F\,dx=\pi^2-9,\qquad \Gamma=\frac{2(\pi^2-9)}{9\pi}\alpha^4 . \]
Quadrature gives 0.07944154, 0.06549253 and 0.28986813 for the pieces. Twice their sum is 0.8696044, equal to \(\pi^2-9\) and to the direct double integral of \(\mathcal S\). Symmetry and \(\sum x_i=2\) force \(\langle x\rangle=\frac23\), which the formula for \(F\) reproduces by quadrature.

**Small \(x\)**

The first term is \(\frac x4(1-x)(1+x+\dots)=\frac x4+O(x^3)\). The second is \(\frac14(1-2x)(1+\frac32x)(x+\frac12x^2)+O(x^3)=\frac x4+O(x^3)\). The series above gives \(\frac x3+\frac{x^2}6\). Thus \(F=\frac53x+\frac13x^2+O(x^3)\).

The linear term has a geometric reading. For \(x\to0\) the hard photons are back to back, \(\mathbf n_2=-\mathbf n_3=\mathbf n\). With \(\mu=\mathbf n_1\cdot\mathbf n\), \(\mathcal S=\frac14[4+(1-\mu)^2+(1+\mu)^2]=\frac12(3+\mu^2)\). Also \(x_3\approx x_2+x\mu\), so \(x_2=1-\frac x2(1+\mu)\) is uniform in \(\mu\) over a width \(x\). The average of \(\mathcal S\) is \(\frac53\). The factor \(x\) is phase space, and the amplitude is of order \(\omega^0\).

The Ore-Powell spectrum of a free pair at rest is now derived and its normalization checked; it starts as \(\frac53x\), with an amplitude of order \(\omega^0\). It remains to obtain this linear term from Low's theorem, and to show how binding turns it into a cube at the lowest photon energies.
